# Automatic auxiliary basis sets for density fitting from orbital product ranges

## What scaling and rotation fix

A Gaussian exponent has the dimension of an inverse length squared. The normalized Coulomb overlap of two Gaussians on one centre is dimensionless, and with only two exponents $p$ and $q$ available it can depend only on $p/q$. Stretching all lengths multiplies both exponents by a common factor and leaves the overlap unchanged. An auxiliary set that treats all length scales alike therefore has a constant ratio between neighbouring exponents, $q_k=q_{\min}\beta^k$. Rotational symmetry adds that functions of different angular momentum $L$ on one centre do not overlap, so each $L$ has its own series.

What remains open is the range of each series, the highest $L$ and the ratio $\beta$. The first two can be read from the orbital basis, which is the central idea of AutoAux. The scheme below uses primitive exponents and one constant ratio; the published procedure also has effective exponents, scale factors and variable ratios. Atomic units and real spherical Gaussians are used throughout.

## What the fit must achieve

Let $(f|g)=\iint f(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|\,d\mathbf r\,d\mathbf r'$. An orbital product $ab$ is replaced by $\widetilde{ab}=\sum_P c_P P$, with coefficients that minimize $(\delta_{ab}|\delta_{ab})$, where $\delta_{ab}=ab-\widetilde{ab}$. Setting the derivative with respect to $c_Q$ to zero gives $(Q|\delta_{ab})=0$, that is,
$$\sum_P (Q|P)\,c_P=(Q|ab).$$
The residual is orthogonal to every auxiliary function, so the cross terms vanish when both products are split into fit and residual:
$$(ab|cd)=(\widetilde{ab}|\widetilde{cd})+(\delta_{ab}|\delta_{cd}),\qquad (\widetilde{ab}|\widetilde{cd})=\sum_{PQ}(ab|P)(P|Q)^{-1}(Q|cd).$$

For a closed shell with fixed real orbitals, the Hartree energy is $J=\frac12(\rho|\rho)$ and the exchange energy is $K=-\sum_{ij}(ij|ij)$, summed over occupied spatial orbitals. Hence
$$J-J_{\rm fit}=\tfrac12(\delta_\rho|\delta_\rho)\ge0,\qquad K_{\rm fit}-K=\sum_{ij}(\delta_{ij}|\delta_{ij})\ge0 .$$
The Coulomb form is positive, which fixes both signs. The two errors enter the total energy with opposite signs and partly cancel. Adding functions to a given set cannot increase either one, because the minimum is then taken over a larger space. The MP2 energy contains integrals quadratically, in a direct and an exchange combination of opposite sign, so its fitting error has no definite sign and need not shrink steadily.

## The naive set, and its first fault

The obvious choice is to put every one-centre orbital product into the auxiliary set. For primitives with exponents $a,b$ and angular momenta $l_1,l_2$, the product has exponent $p=a+b$, and its angular part is a sum of spherical harmonics:
$$r^{l_1+l_2}e^{-pr^2}Y_{LM},\qquad L=|l_1-l_2|,\ |l_1-l_2|+2,\ \dots,\ l_1+l_2 .$$
The limits follow from angular momentum coupling. The step of two follows from parity, since the product changes by $(-1)^{l_1+l_2}$ under inversion.

This set is large, and many of the sums $a+b$ nearly coincide. To see the damage we need the overlap. The function $g_q=r^Le^{-qr^2}Y_{LM}$ has a Fourier transform proportional to $q^{-(L+3/2)}k^Le^{-k^2/4q}Y_{LM}$: the solid harmonic becomes the same harmonic polynomial in derivatives with respect to $\mathbf k$, and each derivative brings down a factor proportional to $\mathbf k/q$; the remaining terms contain the Laplacian of the polynomial, which is zero. With the Coulomb factor $4\pi/k^2$ and the volume element $k^2dk$,
$$(g_p|g_q)\propto(pq)^{-(L+3/2)}\int_0^\infty k^{2L}e^{-k^2(p+q)/4pq}\,dk\propto\frac{1}{pq\,(p+q)^{\nu}},\qquad \nu=L+\tfrac12 .$$
The integral supplied $[pq/(p+q)]^{\nu}$. Division by $\sqrt{(g_p|g_p)(g_q|g_q)}\propto (pq)^{-1}(4pq)^{-\nu/2}$ gives
$$S(t)=\left(\frac{2\sqrt{pq}}{p+q}\right)^{\nu}=\operatorname{sech}^{\nu}(t/2),\qquad t=\ln(p/q).$$
As scaling demands, only the ratio appears. For nearly equal exponents $S\approx1-\nu t^2/8$, and the two-function metric has the eigenvalue $1-S\approx\nu t^2/8$. Close pairs thus make the metric nearly singular while adding little. An even-tempered series over the same range removes the duplicates.

## The second fault: the lower edge

A series starting at the smallest $p$ is still unsuitable when $L<l_1+l_2$. The product then has radial part $r^{s}e^{-pr^2}$ with $s=l_1+l_2>L$, which reaches further out than the auxiliary function $r^Le^{-pr^2}$. A simple repair matches $\langle r^2\rangle$, weighted by the squared function. With $I_m=\int_0^\infty r^me^{-2pr^2}dr$, integration by parts gives $I_{m+2}=(m+1)I_m/4p$. Taking $m=2s+2$,
$$\langle r^2\rangle=\frac{I_{2s+4}}{I_{2s+2}}=\frac{2s+3}{4p}.$$
Equating this to $(2L+3)/4q$ for the auxiliary function yields
$$q=p\,\frac{2L+3}{2(l_1+l_2)+3}.$$
The smallest such $q$ among the allowed pairs is $q_{\min}(L)$, and the largest unmodified $p$ is $q_{\max}(L)$. The rule is a size estimate, not an optimum.

For oxygen in cc-pVDZ the outermost $p$ function gives $p=0.5506$ bohr$^{-2}$ for its square. At $L=2$ the factor is $7/7$ and the edge stays there. At $L=0$ it is $3/7$, so the series starts at $0.5506\times3/7=0.2360$ bohr$^{-2}$. For neon at $\beta=2$, lowering the edges reduces the exchange error from $7.37\times10^{-5}$ to $2.43\times10^{-5}$ hartree. The lowering also shifts the other exponents, so the factor of three is not due purely to the added diffuse range. The gain depends on the ratio. At $\beta=4$ the lowered set is slightly worse, at $\beta=3$ it gains a factor of 1.2, and at $\beta=1.5$, where the spacing error is small, about 200. At $\beta=2$, one exponent added below each unlowered series gives $1.78\times10^{-5}$ hartree.

## How fine must the ratio be?

Consider an unbounded series with logarithmic spacing $h=\ln\beta$, and a normalized Gaussian of the same $L$ at distance $x$ from a grid point. Let $G_{ij}=S((i-j)h)$ and $k_j=S(jh-x)$. Minimizing $1-2\mathbf c^{T}\mathbf k+\mathbf c^{T}G\mathbf c$ gives $\mathbf c=G^{-1}\mathbf k$ and the squared relative Coulomb error
$$\epsilon^2=1-\mathbf k^{T}G^{-1}\mathbf k .$$

The matrix is invariant under shifts along the series, so a Fourier series diagonalizes it. Let $G(\theta)=\sum_jS(jh)e^{-ij\theta}$ and $g(\theta)=\sum_jS(jh-x)e^{-ij\theta}$. Since $1=S(0)=\frac1{2\pi}\int G\,d\theta$,
$$\epsilon^2=\frac1{2\pi}\int_{-\pi}^{\pi}\frac{G^2-|g|^2}{G}\,d\theta .$$
Poisson summation expresses both sums through the transform $F(\omega)=\int S(t)e^{-i\omega t}dt$:
$$G=\frac1h\sum_mF(\omega_m),\quad g=\frac1h\sum_mF(\omega_m)e^{-i\omega_mx},\quad \omega_m=\frac{\theta+2\pi m}{h}.$$

To find $F$, substitute $y=e^t/(1+e^t)$. Then $dt=dy/[y(1-y)]$ and $S=2^\nu[y(1-y)]^{\nu/2}$, and a beta integral results:
$$F(\omega)=2^\nu\int_0^1y^{\nu/2-i\omega-1}(1-y)^{\nu/2+i\omega-1}dy=\frac{2^\nu|\Gamma(\nu/2+i\omega)|^2}{\Gamma(\nu)} .$$

$F$ decays rapidly, so for $0<\theta<\pi$ and small $h$ two terms dominate, $A=F(\omega_0)$ and $B=F(\omega_{-1})$. Their phases differ by $2\pi x/h$, hence
$$G^2-|g|^2=\frac{2AB}{h^2}\left(1-\cos\frac{2\pi x}{h}\right)=\frac{4AB}{h^2}\sin^2\frac{\pi x}{h}.$$
The integrand is largest near $\theta=\pi$. Put $\theta=\pi-hu$ and linearize $\ln F$ about $\pi/h$: $A\approx Fe^{\sigma u}$ and $B\approx Fe^{-\sigma u}$, where $F$ now means $F(\pi/h)$ and $\sigma=-d\ln F/d\omega$ at that point. Then $AB/(A+B)=F/(2\cosh\sigma u)$. The negative half of the $\theta$ interval doubles the result, and the $u$ integral may be extended to infinity:
$$\epsilon^2\approx\frac{2}{2\pi}\int_0^\infty h\,du\,\frac{4\sin^2(\pi x/h)}{h}\,\frac{F}{2\cosh\sigma u}
=\frac{F(\pi/h)}{\sigma}\sin^2\frac{\pi x}{h},$$
because $\int_0^\infty du/\cosh\sigma u=\pi/2\sigma$. Differentiating the gamma functions gives $\sigma=2\,{\rm Im}\,\psi(\nu/2+i\pi/h)$, with $\psi$ the digamma function.

The error is largest midway between exponents. For small $h$, $|\Gamma(\nu/2+i\omega)|^2\approx2\pi\omega^{\nu-1}e^{-\pi\omega}$ and $\sigma\to\pi$, so
$$\epsilon^2_{\rm mid}\approx\frac{2^{\nu+1}}{\Gamma(\nu)}\left(\frac{\pi}{\ln\beta}\right)^{\nu-1}e^{-\pi^2/\ln\beta}.$$

For $L=0$, going from $\beta=3$ to $\beta=2$ should multiply the squared error $\epsilon^2_{\rm mid}$ by $e^{-5.26}\sqrt{\ln2/\ln3}\approx4.1\times10^{-3}$. Direct solution of long finite series gives $4.757\times10^{-7}/1.130\times10^{-4}=4.2\times10^{-3}$. Higher $L$ is harder to cover: at $\beta=2$ the squared midpoint error is $6.9\times10^{-4}$ for $L=4$, since $S(t)$ narrows as $\nu$ grows. The linearization neglected the curvature of $\ln F$. The asymptotic form gives $\ln F\approx(\nu-1)\ln\omega-\pi\omega+\text{const}$, whose second derivative at $\omega=\pi/h$ is $-(\nu-1)h^2/\pi^2$; it multiplies $AB/(A+B)$ by $e^{u^2(\ln F)''/2}$. The correction grows with $h$ and $|\nu-1|$, so the law is least accurate for large $\beta$ and $L$. It lies above the solved values for $\nu>1$ and slightly below them for $L=0$, as the output shows. At $\beta=3$, $L=4$ it gives $0.0358$ against the solved $0.0334$.

In the opposite limit of a very coarse series, only the two neighbours of the midpoint matter. They have equal coefficients by symmetry, and
$$\epsilon^2_{\rm mid}\approx1-\frac{2S(h/2)^2}{1+S(h)}\to1-2^{2\nu+1}e^{-\nu h/2}.$$
The last form needs $2\nu e^{-h/2}\ll1$ and $S(h)\ll1$; at $\beta=100$, $L=0$ it is still negative, while the first form gives $0.20$, close to the solved value. Since $2^{2\nu+1}e^{-\nu h/2}=2e^{-\nu(h-4\ln2)/2}$, the squared error tends to one when $\nu(h-4\ln2)\gg1$: the gap is not covered, and the exponential law no longer applies.

Refinement has a price. In the two-term approximation the metric spectrum $G(\theta)$ is smallest at $\theta=\pi$, where the two terms are equal:
$$\lambda_{\min}\approx\frac{2F(\pi/h)}{h},\qquad \frac{\lambda_{\min}}{\epsilon^2_{\rm mid}}\approx\frac{2\sigma}{h}.$$
The small number that measures accuracy therefore also measures near linear dependence. At $\beta=2$, $L=0$ the eigenvalue is $4.5\times10^{-6}$. An implementation normalizes the metric and discards eigenvectors below a cutoff, here $10^{-11}$; none had to be discarded in the $\beta$ scans below.

## The third fault: stopping too early in $L$

It is tempting to stop at the highest orbital angular momentum $l_{\max}$. The product rule shows what each quantity needs in a closed-shell atom. Exchange uses products of occupied orbitals and needs $L\le2l_{\rm occ}$, where $l_{\rm occ}$ is the highest occupied angular momentum. MP2 uses occupied–virtual products and needs $L\le l_{\rm occ}+l_{\max}$. The full set of orbital products needs $L\le2l_{\max}$.

Neon in cc-pVDZ has $l_{\rm occ}=1$ and $l_{\max}=2$, so the limits are 2, 3 and 4. At $\beta=2$ the errors, in hartree, are:

| Highest $L$ | $K_{\rm fit}-K$ | MP2 error |
|---|---:|---:|
| 1 | $5.17\times10^{-1}$ | $-2.28\times10^{-2}$ |
| 2 | $2.43\times10^{-5}$ | $-1.33\times10^{-2}$ |
| 3 | $2.43\times10^{-5}$ | $4.16\times10^{-6}$ |
| 4 | $2.43\times10^{-5}$ | $4.16\times10^{-6}$ |

Stopping at $L=2$ leaves exchange intact but makes an MP2 error of 7% of the cc-pVDZ correlation energy, $-0.1876$ hartree (cc-pVTZ gives $-0.2773$, so this value is far from the basis limit). The summed self-repulsion of all orbital-pair residuals still falls from $0.629$ to $0.00112$ hartree when $L=4$ is added. Shells with $L=5$ and 6 change none of these quantities within the test tolerance.

A molecule has no such termination. Two $s$ Gaussians on different atoms multiply to a Gaussian at an intermediate point $\mathbf P$. Seen from one nucleus as origin, it is
$$e^{-p|\mathbf r-\mathbf P|^2}=e^{-p(r^2+P^2)}e^{2p\,\mathbf r\cdot\mathbf P},$$
and the last factor contains every $L$. The auxiliary functions on both atoms share the work, but the rule $L\le2l_{\max}$ is then a truncation.

## The scheme applied to neon and water

The algorithm is now fixed: collect the extreme primitive exponents for each $l$, form the edges for each allowed $L$, fill each range with ratio $\beta$ until its top is covered, and fit in the Coulomb metric. For oxygen at $\beta=2$ and $L=0$, the range from $0.2360$ to $23440$ bohr$^{-2}$ takes 18 exponents. The series for $L=0$ to 4 have 18, 16, 16, 5 and 1 exponents, which gives
$$18\cdot1+16\cdot3+16\cdot5+5\cdot7+1\cdot9=190$$
functions. Hydrogen has $8\cdot1+6\cdot3+1\cdot5=31$, so water has $190+2\cdot31=252$.

The water geometry is a bond length of 1.81 bohr and an angle of 104.5 degrees. RHF orbitals from conventional integrals are held fixed, and all electrons are correlated in MP2. The reference energies use four-index integrals in the same cc-pVDZ basis, so the differences measure fitting error alone, not the orbital-basis error or the correlation missing from MP2.

| $\beta$ | Ne: $K_{\rm fit}-K$ (hartree) | H$_2$O: $K_{\rm fit}-K$ (hartree) |
|---:|---:|---:|
| 4.0 | $2.96\times10^{-3}$ | $1.63\times10^{-3}$ |
| 3.0 | $1.07\times10^{-4}$ | $1.14\times10^{-4}$ |
| 2.0 | $2.43\times10^{-5}$ | $2.60\times10^{-5}$ |
| 1.8 | $1.14\times10^{-6}$ | $1.48\times10^{-5}$ |
| 1.5 | $2.05\times10^{-9}$ | $1.20\times10^{-5}$ |

Neon improves by six orders of magnitude, but unevenly. From $\beta=3$ to 2 the gain is only a factor of 4.4 (about 25 with cc-pVTZ orbitals), far less than the midpoint law gives for one Gaussian. That law assumes an unbounded series and a pure $r^L$ target. Extra powers of $r$ alone do not explain the difference: for $r^2e^{-pr^2}$ at $L=0$ in a long series, the squared error averaged over positions still falls by a factor of about 100. The lower edge explains only part of the shortfall: two further exponents below each series at $\beta=2$ reduce the error to $1.2\times10^{-5}$ hartree, about half, and one more exponent above each series has almost no effect. The position of the products relative to the grid matters too. With two further exponents at both ends of each series, the whole grid was shifted upwards by 0, 0.2, 0.4, 0.6 and 0.8 of a logarithmic step. The error then varies between $3.0\times10^{-6}$ and $1.2\times10^{-5}$ hartree at $\beta=2$, and between $8.5\times10^{-5}$ and $1.8\times10^{-4}$ hartree at $\beta=3$. The unshifted grid is the worst of the five at $\beta=2$ and the best at $\beta=3$, which hides part of the gain. The averages over the shifts differ by a factor of about 17; the remaining gap to the single-Gaussian law is not explained here. The sets for different $\beta$ are also not nested, so no theorem requires a smooth decrease.

The Hartree error can be checked without the fitted energy formula. In the closed-shell atom the density and its fit are spherical, so Gauss's law applies to the residual. If $Q(r)$ is the residual charge inside radius $r$, the field is $Q/r^2$ and its energy is $\frac1{8\pi}\int(Q/r^2)^2\,4\pi r^2dr=\frac12\int Q^2/r^2\,dr$. For neon at $\beta=4$ this gives $5.1622\times10^{-3}$ hartree, as do the integrals.

In cc-pVDZ, water levels off near $10^{-5}$ hartree. This level belongs to the small orbital basis: with cc-pVTZ orbitals, where the rule reaches $L=6$ on oxygen, the exchange error still falls from $1.1\times10^{-6}$ hartree at $\beta=2$ to $8.4\times10^{-8}$ hartree at $\beta=1.5$. Refining $\beta$ does not raise the $L$ limit, nor does it add exponents where the range is a single point, as for $L=4$ on oxygen and $L=2$ on hydrogen. To test the angular limit, two further $L$ values were added on each atom at $\beta=2$, each with five exponents from 0.5 to 8 bohr$^{-2}$ in steps of two. The exchange error falls from $2.60\times10^{-5}$ to $7.0\times10^{-6}$ hartree, while the set grows from 252 to 532 functions. This alone does not prove that the angular limit is the cause, because functions on one atom can also make up for sparse radial coverage on another. Widening every range to cover at least 0.5 to 8 bohr$^{-2}$ and rebuilding its series from the new lower edge, without any higher $L$, gives $6.8\times10^{-6}$ hartree with only 342 functions. Doing both gives $1.2\times10^{-6}$ hartree. The rebuilding also shifts the grids. If the original exponents are kept and new ones are only added at the ends, the errors are $8.1\times10^{-6}$ hartree with 375 functions and $2.0\times10^{-6}$ hartree with the higher $L$ as well. Both limits therefore matter, and in this basis filling the sparse ranges is the cheaper first step.

The total RHF+MP2 fitting error of the unextended set combines the three parts with their signs:
$$(-1.78+2.60+0.48)\times10^{-5}=1.30\times10^{-5}\ \text{hartree}=0.034\ \text{kJ/mol}.$$
With only the two higher $L$ values added it is $6.5\times10^{-7}$ hartree, or $0.0017$ kJ/mol. This twentyfold drop overstates the improvement, because the Hartree and exchange errors, each above $6\times10^{-6}$ hartree, nearly cancel. The separate errors are the safer guide when choosing $\beta$ and the $L$ limit. The MP2 error must be among them: for neon, stopping at $L=2$ leaves the Hartree and exchange errors unchanged but spoils the MP2 energy. The numerical output gives the remaining values.

## Values computed for the example and the checks

```
Squared relative midpoint error of a long series (dimensionless)
 beta 3.0 L 0: solved 1.130e-04, law 1.123e-04
  smallest metric eigenvalue 6.805e-04, law 6.783e-04; quarter/midpoint error 0.5000
 beta 3.0 L 2: solved 6.088e-03, law 6.241e-03
 beta 3.0 L 4: solved 3.342e-02, law 3.580e-02
 beta 2.0 L 0: solved 4.757e-07, law 4.745e-07
  smallest metric eigenvalue 4.488e-06, law 4.453e-06; quarter/midpoint error 0.5000
 beta 2.0 L 2: solved 5.973e-05, law 6.030e-05
 beta 2.0 L 4: solved 6.947e-04, law 7.134e-04
 beta 1.5 L 0: solved 1.509e-11, law 1.508e-11
 beta 1.5 L 2: solved 5.238e-09, law 5.255e-09
 beta 1.5 L 4: solved 1.604e-07, law 1.618e-07
Water: bond 1.81 bohr, angle 104.5 degrees; cc-pVDZ
Exponent ranges (bohr^-2) and number of exponents at beta 2
 O L 0: 0.2360 to 23440.000, 18 exponents
 O L 1: 0.5776 to 11737.700, 16 exponents
 O L 2: 0.5506 to 11721.185, 16 exponents
 O L 3: 1.4603 to 18.885, 5 exponents
 O L 4: 2.3700 to 2.370, 1 exponents
 H L 0: 0.2440 to 26.020, 8 exponents
 H L 1: 0.8490 to 13.737, 6 exponents
 H L 2: 1.4540 to 1.454, 1 exponents
Ne reference (hartree): RHF -128.488776, J 66.252875, K -12.125550, MP2 -0.187567
H2O reference (hartree): RHF -76.026770, J 46.900977, K -8.976106, MP2 -0.204004
Errors in hartree: dJ = J-J_fit, dK = K_fit-K, dMP2 = MP2_fit-MP2
 Ne beta 4.0: 112 functions, 0 dropped, dJ 5.16e-03, dK 2.96e-03, dMP2 3.76e-03
 Ne beta 3.0: 134 functions, 0 dropped, dJ 2.68e-04, dK 1.07e-04, dMP2 2.55e-04
 Ne beta 2.0: 190 functions, 0 dropped, dJ 3.76e-05, dK 2.43e-05, dMP2 4.16e-06
 Ne beta 1.8: 216 functions, 0 dropped, dJ 1.12e-07, dK 1.14e-06, dMP2 -3.43e-07
 Ne beta 1.5: 303 functions, 0 dropped, dJ 8.76e-09, dK 2.05e-09, dMP2 1.17e-09
 H2O beta 4.0: 156 functions, 0 dropped, dJ 2.07e-03, dK 1.63e-03, dMP2 1.61e-03
 H2O beta 3.0: 183 functions, 0 dropped, dJ 2.02e-04, dK 1.14e-04, dMP2 1.76e-04
 H2O beta 2.0: 252 functions, 0 dropped, dJ 1.78e-05, dK 2.60e-05, dMP2 4.76e-06
 H2O beta 1.8: 280 functions, 0 dropped, dJ 2.94e-06, dK 1.48e-05, dMP2 3.92e-07
 H2O beta 1.5: 387 functions, 0 dropped, dJ 2.13e-06, dK 1.20e-05, dMP2 -1.52e-06
Ne beta 4 dJ: integrals 5.162242e-03, field energy 5.162159e-03 hartree
Ne beta 2 dK: lowered edge 2.43e-05, unlowered edge 7.37e-05 hartree
Cut in L at beta 2 (hartree); R = summed self-repulsion of AO-pair residuals
 Ne L<=0: dJ 3.76e-05, dK 2.01e+00, dMP2 5.68e-02, R 1.36e+01
 Ne L<=1: dJ 3.76e-05, dK 5.17e-01, dMP2 -2.28e-02, R 6.23e+00
 Ne L<=2: dJ 3.76e-05, dK 2.43e-05, dMP2 -1.33e-02, R 2.04e+00
 Ne L<=3: dJ 3.76e-05, dK 2.43e-05, dMP2 4.16e-06, R 6.29e-01
 Ne L<=4: dJ 3.76e-05, dK 2.43e-05, dMP2 4.16e-06, R 1.12e-03
 Ne two L above 2*l_max added: 310 functions, dJ 3.76e-05, dK 2.43e-05, dMP2 4.16e-06, R 1.12e-03
 H2O L<=0: dJ 8.20e-03, dK 9.76e-01, dMP2 5.27e-02, R 1.71e+01
 H2O L<=1: dJ 4.14e-03, dK 1.65e-01, dMP2 -1.60e-02, R 5.32e+00
 H2O L<=2: dJ 1.06e-04, dK 6.24e-04, dMP2 -4.05e-03, R 1.22e+00
 H2O L<=3: dJ 2.98e-05, dK 4.42e-05, dMP2 -8.77e-07, R 4.01e-01
 H2O L<=4: dJ 1.78e-05, dK 2.60e-05, dMP2 4.76e-06, R 3.36e-02
 H2O two L above 2*l_max added: 532 functions, dJ 7.96e-06, dK 7.00e-06, dMP2 1.61e-06, R 3.59e-03
Water total RHF+MP2 fitting error at fixed orbitals, beta 2
 rule set: 1.295e-05 hartree = 0.0340 kJ/mol
 two L added: 6.460e-07 hartree = 0.0017 kJ/mol
```
